**Total-current and frequency-resolved phonon probes: the conductance gap as a variance**

For a reciprocal harmonic junction in linear response, the program tests G_th − G_el = ∫dω w s (x − X)² ≥ 0. G_th is the heat conductance with only the total probe current zeroed, and G_el is that with the probe current zeroed at every frequency. Here w = (ħω/2π) ∂n/∂T with n the Bose function, s = T_LP + T_RP, x = T_LP/s, and X is the mean of x with weight ws. The program asserts that the transmission formula agrees with energy fluxes in an explicit lattice, and that both conductances agree with currents from full Bose functions at a tiny bias. It also asserts the ordering for 200 random reciprocal networks with four probes, and its failure for a non-reciprocal junction and for a reciprocal one at large bias. For a contact with rough gold-like and silicon-like chains at 300 K, the output gives G_el = 47.30 pW/K and G_th = 47.82 pW/K. Nearly all of the gap comes from conversion between frequencies below and above the softer lead's band edge. Rough estimates of neglected effects show that electron–phonon resistance in the metal would reduce the relative gap to about 0.1 %.

## Verification by program

```python
"""
Result under test: for a reciprocal harmonic junction with leads L, R and a probe P,
the linear-response heat conductance with only the total probe current zeroed (G_th)
exceeds that with the probe current zeroed at every frequency (G_el) by
    G_th - G_el = integral d(omega) w s (x - X)^2 >= 0.
w = (hbar omega / 2 pi) dn/dT, n = Bose function, s = T_LP + T_RP, x = T_LP / s,
X = mean of x with weight w s, T_ij = transmission from terminal j into terminal i.
Example: interface atom of mass M joined to two half-infinite chains (masses m,
springs k) and to a probe string of mechanical impedance eta (damping rate eta/M).
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import hbar, k as kB, h as planck, atomic_mass
from scipy.optimize import brentq, minimize

THZ = 2 * np.pi * 1e12
PW = 1e-12
m_left, k_left = 197 * atomic_mass, 65.0      # rough gold-like values
m_right, k_right = 28 * atomic_mass, 110.0    # rough silicon-like values
M_atom = m_right
rate = 1e12
eta0 = rate * M_atom
T0 = 300.0
top_left = 2 * np.sqrt(k_left / m_left)
top_right = 2 * np.sqrt(k_right / m_right)


def bose(omega, T):
    return 1 / np.expm1(hbar * omega / (kB * T))


def thermal_weight(omega, T):
    z = hbar * omega / (2 * kB * T)
    return kB / (2 * np.pi) * (z / np.sinh(z))**2


def grid(edges, n=200):
    """Gauss points in an angle, which removes square-root band edges."""
    node, weight = np.polynomial.legendre.leggauss(n)
    phi, dphi = np.pi * (node + 1) / 2, np.pi * weight / 2
    omega = [a + (b - a) * np.sin(phi / 2)**2 for a, b in zip(edges, edges[1:])]
    dw = [(b - a) * np.sin(phi) / 2 * dphi for a, b in zip(edges, edges[1:])]
    return np.concatenate(omega), np.concatenate(dw)


def chain_impedance(omega, m, k):
    r = omega / (2 * np.sqrt(k / m))
    return np.sqrt(k * m) * (np.conj(np.sqrt(1 - r**2 + 0j)) + 1j * r)


def transmissions(omega, eta, left=(m_left, k_left), compliance=0.0):
    """T_LR, T_LP, T_RP; compliance is extra softness of the left bond."""
    zl = chain_impedance(omega, *left)
    zl = 1 / (1 / zl - 1j * omega * compliance)
    zr = chain_impedance(omega, m_right, k_right)
    total = abs(-1j * omega * M_atom + zl + zr + eta)**2
    return (4 * zl.real * zr.real / total, 4 * zl.real * eta / total,
            4 * zr.real * eta / total)


def linear_conductances(omega, dw, trans, T):
    """G_el, G_th, variance form of the gap, and probe temperature fraction X."""
    t_lr, a, b = trans
    w = thermal_weight(omega, T) * dw
    A, B = np.sum(w * a), np.sum(w * b)
    direct = np.sum(w * t_lr)
    elastic = direct + np.sum(w * a * b / (a + b))
    thermal = direct + A * B / (A + B)
    X = A / (A + B)
    variance_gap = np.sum(w * (a + b) * (a / (a + b) - X)**2)
    return elastic, thermal, variance_gap, X


def currents(omega, dw, trans, T_l, T_r):
    """Currents out of L from full Bose functions: elastic and thermal probe."""
    t_lr, a, b = trans
    e = hbar * omega * dw / (2 * np.pi)
    n_l, n_r = bose(omega, T_l), bose(omega, T_r)

    def probe_current(T_p):
        n_p = bose(omega, T_p)
        return np.sum(e * (a * (n_p - n_l) + b * (n_p - n_r))) / PW

    T_p = brentq(probe_current, min(T_l, T_r), max(T_l, T_r), xtol=1e-13)
    n_el = (a * n_l + b * n_r) / (a + b)
    direct = np.sum(e * t_lr * (n_l - n_r))
    return (direct + np.sum(e * a * (n_l - n_el)),
            direct + np.sum(e * a * (n_l - bose(omega, T_p))), T_p)


def lattice_fractions(omega, source, eta, bond):
    """Drive an explicit lattice from one terminal; measure power into the others."""
    N = 5
    masses = [m_left] * N + [M_atom] + [m_right] * N
    springs = [k_left] * (N - 1) + [bond] + [k_right] * N
    A = np.diag(np.array(masses) * omega**2).astype(complex)
    rhs = np.zeros(2 * N + 1, complex)
    for i, k in enumerate(springs):
        A[i, i] -= k
        A[i + 1, i + 1] -= k
        A[i, i + 1] += k
        A[i + 1, i] += k
    incident = eta / 2
    for name, end, m, k in (("L", 0, m_left, k_left), ("R", 2 * N, m_right, k_right)):
        c = 1 - m * omega**2 / (2 * k)
        lam = np.exp(1j * np.arccos(c)) if abs(c) < 1 else c + np.sqrt(c * c - 1)
        A[end, end] += k * (lam - 1)
        if source == name:
            rhs[end] -= k * (1 - lam**2)
            incident = k * omega * lam.imag / 2
    A[N, N] += 1j * omega * eta
    if source == "P":
        rhs[N] -= 2 * eta
    u = np.linalg.solve(A, rhs)

    def flux(k, inner, outer):
        return 0.5 * (k * (u[inner] - u[outer]) * np.conj(-1j * omega * u[outer])).real

    power = {"L": flux(k_left, 1, 0), "R": flux(k_right, 2 * N - 1, 2 * N),
             "P": 0.5 * eta * omega**2 * abs(u[N])**2}
    return {t: power[t] / incident for t in power if t != source}


# Transmission formula and reciprocity against explicit lattice energy fluxes
for bond in (k_left, k_left / 2):
    for f in (1.0, 3.0, 9.0):
        om = f * THZ
        lr, lp, rp = transmissions(om, eta0, compliance=1 / bond - 1 / k_left)
        formula = {"LR": lr, "LP": lp, "PR": rp}
        for source in ("L", "R", "P") if om < top_left else ("R", "P"):
            for target, value in lattice_fractions(om, source, eta0, bond).items():
                key = "".join(sorted(source + target))
                assert abs(value - formula[key]) < 1e-9

# Channel current: explicit sum over right-moving modes of a long periodic chain
n_cells = 20000
q = 2 * np.pi * (np.arange(n_cells // 2) + 0.5) / n_cells
mode = top_left * np.sin(q / 2)
dn_dT = (bose(mode, T0 + 0.01) - bose(mode, T0 - 0.01)) / 0.02
mode_sum = np.sum(hbar * mode * top_left / 2 * np.cos(q / 2) * dn_dT) / n_cells
om_low, dw_low = grid([0, top_left])
one_channel = np.sum(thermal_weight(om_low, T0) * dw_low)
assert abs(mode_sum / one_channel - 1) < 1e-6

# Main example, definition against derived formulas
omega, dw = grid([0, top_left, top_right])
trans = transmissions(omega, eta0)
G_el, G_th, gap, X = linear_conductances(omega, dw, trans, T0)
dT = 0.01
J_el, J_th, T_p = currents(omega, dw, trans, T0 + dT / 2, T0 - dT / 2)
assert abs(J_el / dT / G_el - 1) < 1e-6
assert abs(J_th / dT / G_th - 1) < 1e-5
assert abs((J_th - J_el) / dT / gap - 1) < 1e-3
assert abs((T_p - T0 + dT / 2) / dT - X) < 1e-3
assert gap > 0
om_c, dw_c = grid([0, top_left, top_right], 100)
coarse = linear_conductances(om_c, dw_c, transmissions(om_c, eta0), T0)
mesh_shift = max(abs(coarse[0] - G_el), abs(coarse[1] - G_th))
assert mesh_shift < 1e-6 * G_el

# Frequency conversion: low-band part is the gap left by a probe cut off above the edge
w = thermal_weight(omega, T0) * dw
low = omega < top_left
A, B = np.sum(w * trans[1]), np.sum(w * trans[2])
s = trans[1] + trans[2]
converted = np.sum((w * s * (trans[1] / s - X))[low])
emitted_high = X * np.sum((w * trans[2])[~low])
assert abs(converted / emitted_high - 1) < 1e-8
cut = linear_conductances(om_low, dw_low, transmissions(om_low, eta0), T0)
within = cut[1] - cut[0]
S_low, S_high = np.sum((w * s)[low]), np.sum((w * s)[~low])
between = S_low * S_high / (S_low + S_high) * cut[3]**2
assert abs((within + between) / gap - 1) < 1e-7

# Control: identical leads give constant x and no gap
om_s, dw_s = grid([0, top_right])
same = linear_conductances(om_s, dw_s,
                           transmissions(om_s, eta0, left=(m_right, k_right)), T0)
assert abs(same[1] - same[0]) < 1e-10 * same[0]

# Many probes: minimum principle and inequality for random reciprocal networks
rng = np.random.default_rng(4)


def network_conductance(g):
    """Terminals 0 (theta=1) and 1 (theta=0); all others carry no net current."""
    lap = np.diag(g.sum(axis=1)) - g
    theta = np.linalg.solve(lap[2:, 2:], -lap[2:, 0])
    return lap[0, 0] + lap[0, 2:] @ theta


smallest_ratio = np.inf
for trial in range(200):
    g = 10**rng.uniform(-3, 1, (5, 6, 6))
    g = g + g.transpose(0, 2, 1)
    for i in range(6):
        g[:, i, i] = 0
    ratio = network_conductance(g.sum(axis=0)) / sum(map(network_conductance, g))
    smallest_ratio = min(smallest_ratio, ratio)
    if trial < 5:
        def dissipation(theta):
            full = np.concatenate(([1.0, 0.0], theta))
            return 0.5 * np.sum(g[0] * (full[:, None] - full[None, :])**2)
        best = minimize(dissipation, np.full(4, 0.5)).fun
        assert abs(best / network_conductance(g[0]) - 1) < 1e-6
assert smallest_ratio >= 1


# Without reciprocity: covariance replaces variance and can be negative
def three_terminal(t):
    """Order L, R, P; t[i, j] is transmission from j into i."""
    lap = np.diag(t.sum(axis=1) - np.diag(t)) - (t - np.diag(np.diag(t)))
    theta_p = -lap[2, 0] / lap[2, 2]
    return lap[0, 0] + lap[0, 2] * theta_p


def covariance_gap(ts):
    s3 = ts[:, 2, 0] + ts[:, 2, 1]
    x3, y3 = ts[:, 2, 0] / s3, ts[:, 0, 2] / s3
    Xm, Ym = np.sum(s3 * x3) / s3.sum(), np.sum(s3 * y3) / s3.sum()
    return np.sum(s3 * (x3 - Xm) * (y3 - Ym))


raw = rng.normal(size=(6, 3, 3)) + 1j * rng.normal(size=(6, 3, 3))
random_t = np.array([abs(np.linalg.qr(r)[0])**2 for r in raw])
circulator = np.array([[0, 1, 0], [0, 0, 1], [1, 0, 0]], float)
circ_t = np.array([circulator, circulator.T])
for ts in (random_t, circ_t):
    difference = three_terminal(ts.sum(axis=0)) - sum(map(three_terminal, ts))
    assert abs(difference - covariance_gap(ts)) < 1e-12
circ_th, circ_el = three_terminal(circ_t.sum(axis=0)), sum(map(three_terminal, circ_t))
assert circ_th < circ_el

# Finite bias: reciprocal two-band junction that violates the ordering
band = np.array([2.5, 20.0]) * THZ
width = np.full(2, 0.01 * THZ)
share = np.array([0.53, 0.47])
two_band = (share * (1 - share), share, 1 - share)
hot, cold = 600.0, 100.0
big_el, big_th, big_Tp = currents(band, width, two_band, hot, cold)
lin_el, lin_th = linear_conductances(band, width, two_band, T0)[:2]
assert big_th < big_el and lin_th > lin_el

# Size of neglected effects
bias_el, bias_th, _ = currents(omega, dw, trans, T0 + 50, T0 - 50)
rising = linear_conductances(omega, dw,
                             transmissions(omega, eta0 * (omega / top_left)**2), T0)
soft = linear_conductances(omega, dw,
                           transmissions(omega, eta0, compliance=1 / k_left), T0)
ep_coupling, lattice_kappa, spacing = 2.5e16, 2.5, 0.27e-9   # rough metal values
decay = np.sqrt(lattice_kappa / ep_coupling)
points, step = 1200, 0.01 * decay
ode = (np.diag(np.full(points, 2 + (step / decay)**2))
       - np.diag(np.ones(points - 1), 1) - np.diag(np.ones(points - 1), -1))
source_vec = np.zeros(points)
source_vec[0] = 1
first = np.linalg.solve(ode, source_vec)[0]
surface_flux = lattice_kappa * (1 - first) / step + ep_coupling * step / 2
ep_area = np.sqrt(ep_coupling * lattice_kappa)
assert abs(surface_flux / ep_area - 1) < 1e-4
G_ep = ep_area * spacing**2
series_el, series_th = [1 / (1 / (3 * g) + 1 / G_ep) for g in (G_el, G_th)]

print(f"left: mass {m_left/atomic_mass:.0f} u, spring {k_left:.0f} N/m")
print(f"right and interface atom: mass {m_right/atomic_mass:.0f} u")
print(f"right spring {k_right:.0f} N/m")
print(f"left band top {top_left/THZ:.3f} THz")
print(f"right band top {top_right/THZ:.3f} THz")
print(f"temperature {T0:.0f} K; damping rate {rate/1e12:.1f} 1/ps")
print(f"probe impedance {eta0*1e12:.5f} 1e-12 kg/s")
for f in (3.0, 9.0):
    om = f * THZ
    zl, zr = chain_impedance(om, m_left, k_left), chain_impedance(om, m_right, k_right)
    lr, lp, rp = transmissions(om, eta0)
    print(f"{f:.0f} THz: R_L {zl.real*1e12:.4f}, R_R {zr.real*1e12:.4f} 1e-12 kg/s")
    print(f"{f:.0f} THz: T_LR {lr:.5f}, T_LP {lp:.5f}, T_RP {rp:.5f}")
    print(f"{f:.0f} THz: local probe fraction x {lp/(lp+rp):.4f}")
bare = np.sum(w * transmissions(omega, 0.0)[0])
print(f"one perfect channel in left band {one_channel/PW:.3f} pW/K")
print(f"no probe: G {bare/PW:.4f} pW/K")
print(f"direct part G_LR {np.sum(w*trans[0])/PW:.4f} pW/K")
print(f"A = G_LP {A/PW:.4f} pW/K; B = G_RP {B/PW:.4f} pW/K")
print(f"thermal probe fraction X {X:.4f}")
print(f"G_el {G_el/PW:.4f} pW/K")
print(f"G_th {G_th/PW:.4f} pW/K")
print(f"gap {gap/PW:.4f} pW/K = {100*gap/G_el:.2f} % of G_el")
print(f"upper bound of gap AB/(A+B) {A*B/(A+B)/PW:.4f} pW/K")
print(f"gap within low band {within/PW:.4f} pW/K")
print(f"gap from conversion between bands {between/PW:.4f} pW/K")
print(f"heat converted to high band {converted/PW:.4f} pW/K")
print(f"frequency-mesh shift {mesh_shift/PW:.1e} pW/K")
print(f"identical leads: G {same[0]/PW:.4f} pW/K, gap {same[2]/PW:.1e} pW/K")
for r in (1, 10, 100):
    g = linear_conductances(omega, dw, transmissions(omega, r * 1e12 * M_atom), T0)
    print(f"rate {r} 1/ps: G_el {g[0]/PW:.3f}, G_th {g[1]/PW:.3f} pW/K")
for T in (50, 100, 600):
    g = linear_conductances(omega, dw, trans, T)
    print(f"{T} K: G_el {g[0]/PW:.4f}, G_th {g[1]/PW:.4f} pW/K")
print(f"many probes: smallest G_th/G_el in 200 networks {smallest_ratio:.4f}")
print(f"circulators: G_th {circ_th:.3f}, G_el {circ_el:.3f} (band weights)")
print(f"two bands: {band[0]/THZ:.1f} and {band[1]/THZ:.1f} THz")
print(f"two bands: x {share[0]:.2f} and {share[1]:.2f}")
print(f"two bands, {hot:.0f} K to {cold:.0f} K: J_th/J_el {big_th/big_el:.5f}")
print(f"two bands, that probe temperature {big_Tp:.2f} K")
print(f"two bands, linear at {T0:.0f} K: G_th/G_el {lin_th/lin_el:.5f}")
print(f"350 K to 250 K: J_el/dT {bias_el/100/PW:.4f} pW/K")
print(f"350 K to 250 K: J_th/dT {bias_th/100/PW:.4f} pW/K")
print(f"rate as omega^2, equal at left band top: gap {rising[2]/PW:.4f} pW/K")
print(f"half-stiff bond: G_el {soft[0]/PW:.4f}, G_th {soft[1]/PW:.4f} pW/K")
print(f"rough electron-phonon coupling {ep_coupling:.1e} W/(m3 K)")
print(f"rough metal lattice conductivity {lattice_kappa:.1f} W/(m K)")
print(f"rough atom spacing {spacing*1e9:.2f} nm")
print(f"electron-phonon conductance per atom {G_ep/PW:.2f} pW/K")
print(f"three chains, G_el and G_th: {3*G_el/PW:.2f}, {3*G_th/PW:.2f} pW/K")
print(f"with it in series: {series_el/PW:.3f}, {series_th/PW:.3f} pW/K")
print("success")
```

Output:

```
left: mass 197 u, spring 65 N/m
right and interface atom: mass 28 u
right spring 110 N/m
left band top 4.487 THz
right band top 15.483 THz
temperature 300 K; damping rate 1.0 1/ps
probe impedance 0.04650 1e-12 kg/s
3 THz: R_L 3.4290, R_R 2.2187 1e-12 kg/s
3 THz: T_LR 0.77199, T_LP 0.01618, T_RP 0.01047
3 THz: local probe fraction x 0.6072
9 THz: R_L 0.0000, R_R 1.8402 1e-12 kg/s
9 THz: T_LR -0.00000, T_LP -0.00000, T_RP 0.09596
9 THz: local probe fraction x -0.0000
one perfect channel in left band 61.076 pW/K
no probe: G 47.5643 pW/K
direct part G_LR 46.9313 pW/K
A = G_LP 0.9766 pW/K; B = G_RP 10.0080 pW/K
thermal probe fraction X 0.0889
G_el 47.3027 pW/K
G_th 47.8212 pW/K
gap 0.5185 pW/K = 1.10 % of G_el
upper bound of gap AB/(A+B) 0.8898 pW/K
gap within low band 0.0128 pW/K
gap from conversion between bands 0.5057 pW/K
heat converted to high band 0.8335 pW/K
frequency-mesh shift 2.7e-13 pW/K
identical leads: G 180.3825 pW/K, gap 1.6e-32 pW/K
rate 1 1/ps: G_el 47.303, G_th 47.821 pW/K
rate 10 1/ps: G_el 45.040, G_th 49.480 pW/K
rate 100 1/ps: G_el 29.621, G_th 42.870 pW/K
50 K: G_el 33.9117, G_th 34.0182 pW/K
100 K: G_el 43.2097, G_th 43.5794 pW/K
600 K: G_el 47.7330, G_th 48.2664 pW/K
many probes: smallest G_th/G_el in 200 networks 1.0645
circulators: G_th 1.500, G_el 2.000 (band weights)
two bands: 2.5 and 20.0 THz
two bands: x 0.53 and 0.47
two bands, 600 K to 100 K: J_th/J_el 0.99615
two bands, that probe temperature 391.95 K
two bands, linear at 300 K: G_th/G_el 1.00156
350 K to 250 K: J_el/dT 47.2868 pW/K
350 K to 250 K: J_th/dT 47.7995 pW/K
rate as omega^2, equal at left band top: gap 0.1536 pW/K
half-stiff bond: G_el 39.8392, G_th 40.1409 pW/K
rough electron-phonon coupling 2.5e+16 W/(m3 K)
rough metal lattice conductivity 2.5 W/(m K)
rough atom spacing 0.27 nm
electron-phonon conductance per atom 18.23 pW/K
three chains, G_el and G_th: 141.91, 143.46 pW/K
with it in series: 16.151, 16.171 pW/K
success
```
